\section*{The no-pair Hamiltonian from normal-ordered Coulomb-gauge QED}

\section{The starting Hamiltonian}

\textit{Q.} You want a Hamiltonian for electrons alone. QED has electrons, positrons and photons. What exactly do you start from?

\textit{A.} From Coulomb gauge, where Gauss's law has turned the longitudinal field into an instantaneous repulsion. I use atomic units with Gaussian fields, electron charge $-1$, and a fixed nucleus with potential energy $U$:
\begin{equation}
H=\int\psi^\dagger h\,\psi+\frac12\iint\frac{\rho(1)\rho(2)}{r_{12}}+H_{\rm ph}+\int\psi^\dagger\boldsymbol\alpha\cdot\mathbf A\,\psi ,
\quad h=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+U .
\label{start}
\end{equation}
Here $\rho=-\psi^\dagger\psi$, and $\mathbf A$ is transverse. The last term comes from $c\,\boldsymbol\alpha\cdot(\mathbf p+\mathbf A/c)$.

Let $h\varphi_P=\varepsilon_P\varphi_P$. Labels $p,q,r,s,t,u$ denote electron states, including bound states in the gap; $k,l,m,n$ denote negative-energy states; capitals denote either. Then
\begin{equation}
\psi=\sum_P d_P\varphi_P,\qquad d_p=a_p,\qquad d_n=b_n^\dagger ,
\end{equation}
where $a$ and $b$ annihilate electrons and positrons.

\textit{Q.} What does normal ordering do? If it only rearranges operators, it cannot change the physics.

\textit{A.} Rearranging while keeping the commutator terms changes nothing. Normal ordering the Hamiltonian drops those terms, so it is part of the definition of the model. In the one-body part,
\begin{equation}
\sum_P\varepsilon_Pd_P^\dagger d_P=\sum_p\varepsilon_pa_p^\dagger a_p+\sum_n\varepsilon_n(1-b_n^\dagger b_n),
\end{equation}
and the constant $\sum_n\varepsilon_n$ is dropped. A positron has energy $-\varepsilon_n>0$.

For the repulsion define
\begin{equation}
(PQ|RS)=\iint\varphi_P^\dagger(1)\varphi_Q(1)\,\frac1{r_{12}}\,\varphi_R^\dagger(2)\varphi_S(2).
\end{equation}
Moving $\psi^\dagger(2)$ to the left of $\psi(1)$ leaves a one-body self-interaction, which is dropped. The rest is $\frac12\sum(PQ|RS)\,d_P^\dagger d_R^\dagger d_Sd_Q$. The nonzero vacuum contractions are $\langle d_P^\dagger d_Q\rangle=\delta_{PQ}$ for negative-energy labels, written $\delta^-_{PQ}$. Counting one sign per operator crossed,
\begin{align}
d_P^\dagger d_R^\dagger d_Sd_Q={}&:\!d_P^\dagger d_R^\dagger d_Sd_Q\!:
+\delta^-_{PQ}:\!d_R^\dagger d_S\!:+\delta^-_{RS}:\!d_P^\dagger d_Q\!:\nonumber\\
&-\delta^-_{PS}:\!d_R^\dagger d_Q\!:-\delta^-_{RQ}:\!d_P^\dagger d_S\!:
+\delta^-_{PQ}\delta^-_{RS}-\delta^-_{PS}\delta^-_{RQ}.
\end{align}
Since $(PQ|RS)=(RS|PQ)$, the four single contractions are equal in pairs, which cancels the factor $\frac12$. The dropped one-body operator is $\sum F_{PQ}:\!d_P^\dagger d_Q\!:$ with
\begin{equation}
F_{PQ}=\sum_n\big[(PQ|nn)-(Pn|nQ)\big].
\end{equation}
This is the mean field of the filled sea. Its direct term is the repulsion from the whole charge of the sea. It contains the unrenormalized vacuum polarization, which is the change the nucleus makes in that charge, but also the charge of the free sea, which is present without a nucleus. Its exchange term, added to the self-interaction $\frac12\sum_R(PR|RQ)$ dropped above, gives $\frac12\big[\sum_r(Pr|rQ)-\sum_n(Pn|nQ)\big]$, the unrenormalized Coulomb self-energy. Their physical remainders need renormalization and are absent from the model.

\section{Sorting the Coulomb terms}

\textit{Q.} Now show me every term. I do not want ``pair terms'' to be a phrase that hides something.

\textit{A.} Each of the four field operators has two parts, so there are sixteen products. The one to be retained is
\begin{equation}
\frac12\sum(pq|rs)\,a_p^\dagger a_r^\dagger a_sa_q .
\label{kept}
\end{equation}
Two further classes conserve the number of pairs:
\begin{align}
&\sum\big[(pn|mq)-(pq|mn)\big]a_p^\dagger b_n^\dagger b_ma_q,\label{ep}\\
&\frac12\sum(km|ln)\,b_n^\dagger b_m^\dagger b_kb_l .\label{pp}
\end{align}
In \eqref{ep} four products contribute. The choice $P=p$, $Q=q$, $R=m$, $S=n$ gives $:\!a_p^\dagger b_mb_n^\dagger a_q\!:=-a_p^\dagger b_n^\dagger b_ma_q$, the electron--positron attraction. The choice $Q=n$, $S=q$ gives $:\!a_p^\dagger b_ma_qb_n^\dagger\!:=+a_p^\dagger b_n^\dagger b_ma_q$, in which a pair annihilates and is recreated. Exchanging the two particle coordinates doubles each and cancels $\frac12$.

The classes that create pairs are
\begin{align}
&\sum(pq|rn)\,a_p^\dagger a_r^\dagger b_n^\dagger a_q,\label{one}\\
&\sum(pm|kn)\,a_p^\dagger b_n^\dagger b_m^\dagger b_k,\label{onep}\\
&\frac12\sum(pm|rn)\,a_p^\dagger a_r^\dagger b_n^\dagger b_m^\dagger ,\label{two}
\end{align}
and each has a Hermitian conjugate that removes pairs. In \eqref{one} the choice $S=n$ gives $a_p^\dagger a_r^\dagger b_n^\dagger a_q$ directly. The choice $Q=n$ gives $-a_p^\dagger a_r^\dagger b_n^\dagger a_s$ with coefficient $(pn|rs)$; interchanging the names $p$ and $r$ restores the plus sign and the first form. In \eqref{onep} the same relabelling, now of $m$ and $n$, joins two products.

The multiplicities of \eqref{kept}--\eqref{two} are $1,4,1,2,2,1$. The conjugates of the last three add $2,2,1$, and the sum is sixteen in nine classes.

\textit{Q.} You keep \eqref{kept} and delete eight classes. Is that more than crossing out what you dislike?

\textit{A.} It is a projection. Let $P_0$ project on states without positrons. Each deleted term contains a positron operator. If it contains $b$, normal order lets that $b$ act on a positron-free state and give zero. If it contains $b^\dagger$, the result has a positron and $P_0$ on the left removes it. Hence, for the matter and Coulomb part,
\begin{equation}
H_{\rm np}=P_0HP_0=\sum_p\varepsilon_pa_p^\dagger a_p+\frac12\sum(pq|rs)a_p^\dagger a_r^\dagger a_sa_q .
\label{np}
\end{equation}
This would fail without normal ordering, because $b_nb_n^\dagger$ has a nonzero value in the vacuum. Nor is the positron-free space invariant under $H$: \eqref{one} and \eqref{two} lead out of it. The no-pair energy is therefore an approximation.

\section{Transverse photons}

\textit{Q.} Where is the Breit interaction? I see only Coulomb repulsion in \eqref{np}.

\textit{A.} Discarding positron operators does not produce it. It leaves electrons coupled to photons. For a one-body vertex with matrix elements $j_{PQ}$, normal ordering gives
\begin{equation}
\sum j_{pq}a_p^\dagger a_q-\sum j_{mn}b_n^\dagger b_m+\sum j_{pn}a_p^\dagger b_n^\dagger+\sum j_{mq}b_ma_q ,
\end{equation}
times a photon operator. The first sum is kept; the other three join the discarded list. A second, separate approximation eliminates the photons.

Call the kept coupling $K$, and let $H_0$ contain the one-electron and photon energies. Choose $T$ so that $K+[T,H_0]=0$, or $T_{fi}=K_{fi}/(E_f-E_i)$. In $e^THe^{-T}$ the first-order coupling cancels, and the second-order terms are $[T,K]+\frac12[T,[T,H_0]]=\frac12[T,K]$. Between photon-free states,
\begin{equation}
(H_{\rm eff})_{fi}=\frac12\sum_gK_{fg}K_{gi}\left[\frac1{E_i-E_g}+\frac1{E_f-E_g}\right].
\end{equation}
Coulomb corrections to the denominators are neglected.

Let electrons 1 and 2 change energy by $\Delta_1$ and $\Delta_2$, and let the photon energy be $\omega$. If electron 1 emits, the bracket contains $-1/(\omega+\Delta_1)-1/(\omega-\Delta_2)$. If electron 2 emits, the labels are exchanged. After summing over $\mathbf k$ and $-\mathbf k$ the two orders have the same vertices $J_1J_2$, so together they give
\begin{equation}
-J_1J_2\left[\frac{\omega}{\omega^2-\Delta_1^2}+\frac{\omega}{\omega^2-\Delta_2^2}\right]
\longrightarrow-\frac{2J_1J_2}{\omega}\quad(|\Delta_i|\ll\omega).
\label{ret}
\end{equation}
Emission and reabsorption by the same electron gives a one-body self-energy. It needs renormalization and is dropped.

\textit{Q.} Then sum over the modes, with the factors in view.

\textit{A.} In a volume $\mathcal V$, with photon operators $u_{\mathbf k\lambda}$ and real polarization vectors,
\begin{equation}
\mathbf A=\sum_{\mathbf k\lambda}\sqrt{\frac{2\pi c^2}{\omega\mathcal V}}\;\mathbf e_{\mathbf k\lambda}\big(u_{\mathbf k\lambda}e^{i\mathbf k\cdot\mathbf r}+u_{\mathbf k\lambda}^\dagger e^{-i\mathbf k\cdot\mathbf r}\big),\qquad \omega=ck .
\end{equation}
The mode factor squared times $-2/\omega$ is $-4\pi c^2/(\omega^2\mathcal V)=-4\pi/(k^2\mathcal V)$. The polarization sum is $\delta_{ij}-\hat k_i\hat k_j$, so
\begin{equation}
B=-\sum_{ij}\alpha_{1i}\alpha_{2j}\int\!\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}\,(\delta_{ij}-\hat k_i\hat k_j)\,e^{i\mathbf k\cdot\mathbf r_{12}} .
\end{equation}
The $\delta_{ij}$ part gives $\delta_{ij}/r$. For the other part, $4\pi/k^4$ transforms into a function $f$ with $\nabla^2f=-1/r$. Since $\nabla^2r=2/r$, $f=-r/2$ up to a constant that differentiation removes. The factor $k_ik_j$ becomes $-\partial_i\partial_j$, giving $\frac12\partial_i\partial_jr=(\delta_{ij}-\hat r_i\hat r_j)/(2r)$. Subtraction leaves $(\delta_{ij}+\hat r_i\hat r_j)/(2r)$:
\begin{equation}
B=-\frac{1}{2r_{12}}\big[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\cdot\hat{\mathbf r}_{12})(\boldsymbol\alpha_2\cdot\hat{\mathbf r}_{12})\big].
\label{breit}
\end{equation}

\textit{Q.} Why not keep the pair currents and use the same $B$ for them?

\textit{A.} Because \eqref{ret} required $|\Delta|\ll\omega$. With $k\sim1/r_{12}$ this means $|\Delta|r_{12}/c\ll1$. Creating a pair costs roughly $2c^2$ or more. Take $Z=50$ and $k=Z$, so that $\omega=cZ=186\,447$ eV. In the small basis described below, the transition from 1s to the upper negative level has $|\Delta|=1\,054\,016$ eV. Relative to its static value, the term of \eqref{ret} that contains this $\Delta$ is multiplied by $\omega^2/(\omega^2-\Delta^2)=-0.032$: it nearly vanishes and has the opposite sign. If the other electron keeps its energy, its term is unchanged, and the whole bracket is $(1-0.032)/2=0.48$ of the static value. For the electron excitation in that basis, $\Delta=91\,726$ eV and the factor is $1.32$, but the upper level there is a basis pseudostate 56 keV above the ionization threshold. For the true 1s$\to$2s excitation, $\Delta=26\,344$ eV and the factor is $1.02$; at the threshold it is $1.04$. At this $k$, retardation is thus a few percent for bound excitations and grows only for excitations far into the continuum. It vanishes for the diagonal element in 1s$^2$, where $\Delta_1=\Delta_2=0$.

\section{Wave functions and projectors}

\textit{Q.} How do annihilation operators turn into the projectors seen in relativistic calculations?

\textit{A.} Act on two electrons with \eqref{kept}. Since $a_sa_qa_t^\dagger a_u^\dagger|0\rangle=(\delta_{qt}\delta_{su}-\delta_{qu}\delta_{st})|0\rangle$, and the two terms become equal after interchanging $p$ and $r$,
\begin{equation}
\frac12\sum(pq|rs)a_p^\dagger a_r^\dagger a_sa_q\,a_t^\dagger a_u^\dagger|0\rangle=\sum_{pr}(pt|ru)\,a_p^\dagger a_r^\dagger|0\rangle .
\end{equation}
Thus $\varphi_t\varphi_u$ is multiplied by $1/r_{12}$ and expanded in electron states alone. That is the action of $\Lambda^+=\sum_p|\varphi_p\rangle\langle\varphi_p|$ for each particle. The same happens for each pair among $N$ electrons. Including $B$,
\begin{equation}
H_{\rm np}=\sum_ih(i)+\sum_{i<j}\Lambda_i^+\Lambda_j^+\left(\frac1{r_{ij}}+B_{ij}\right)\Lambda_i^+\Lambda_j^+ ,
\label{final}
\end{equation}
acting on antisymmetric functions built from positive-energy states.

\textit{Q.} Why not omit the projectors and let the variational calculation use the whole space?

\textit{A.} For two electrons with bound energy $E\approx2c^2$, any negative continuum state $n$ can be combined with a positive continuum state of energy $\varepsilon_p=E-\varepsilon_n\gtrsim3c^2$. The product has the same energy $E$, and the unprojected repulsion couples it to the bound state. In QED the integral that made this coupling, $(pq|nr)$ with $q,r$ bound, multiplies $a_p^\dagger b_na_ra_q$, the conjugate of \eqref{one}, which gives zero on a positron-free state. The integral $(pq|rn)$ multiplies \eqref{one}, which creates a positron at a positive cost $-\varepsilon_n$. That degeneracy is absent.

\textit{Q.} But which positive-energy states? You chose those of $h$.

\textit{A.} The choice matters. If the states belong to $h'=h+W$, then $h_{pn}=-W_{pn}$ for $p\ne n$, and the one-body operator acquires
\begin{equation}
\sum h_{pn}a_p^\dagger b_n^\dagger+\sum h_{np}b_na_p .
\end{equation}
These pair terms are discarded too. For free-particle states $W=-U$, so the discarded coupling is the nuclear attraction itself. With eigenstates of $h$ it vanishes.

\section{A heliumlike tin ion}

\textit{Q.} Give me a case in which both the retained and the discarded terms have numbers.

\textit{A.} Take two electrons at a point nucleus with $Z=50$, using s$_{1/2}$ spinors
\begin{equation}
\varphi=\frac1{\sqrt{4\pi}\,r}\begin{pmatrix}G\,\chi\\-iF\,(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi\end{pmatrix}.
\end{equation}
Both $G$ and $F$ are expanded in $r^\gamma e^{-\lambda r}$, with $\gamma=\sqrt{1-Z^2/c^2}=0.931$ and $\lambda=Z,2Z$. The first function contains the exact hydrogenic 1s state. Diagonalizing $h$ gives two electron and two negative levels, each with two spins. The resulting Fock space has $2^8=256$ states.

The charge density is spherical because $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$, so only the monopole part of $1/r_{12}$ contributes. For the current, $\boldsymbol\sigma(\boldsymbol\sigma\cdot\hat{\mathbf r})=\hat{\mathbf r}+i\hat{\mathbf r}\times\boldsymbol\sigma$, while the reverse order has $-i$. Between radial states $a$ and $c$ this gives
\begin{equation}
\mathbf j=\frac1{4\pi r^2}\big[P\,\hat{\mathbf r}\times\boldsymbol\sigma-i(G_aF_c-F_aG_c)\hat{\mathbf r}\big],\quad P=G_aF_c+F_aG_c .
\end{equation}
The radial part is a gradient, which the transverse kernel removes. The other part has no divergence, so the $\hat k_i\hat k_j$ term vanishes and the kernel is $-1/r_{12}$. Its dipole part is $-(r_</r_>^2)\,\hat{\mathbf r}\cdot\hat{\mathbf r}'$. Using $\langle\hat r_i\hat r_j\rangle=\delta_{ij}/3$ for each direction,
\begin{equation}
\big\langle(\hat{\mathbf r}\times\boldsymbol\sigma_1)\cdot(\hat{\mathbf r}'\times\boldsymbol\sigma_2)\,\hat{\mathbf r}\cdot\hat{\mathbf r}'\big\rangle=\Big(\frac13-\frac19\Big)\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2=\frac29\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2 .
\end{equation}
In the singlet $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2=-3$, hence
\begin{equation}
\langle B\rangle_{1s^2}=\frac23\iint P(r)P(r')\frac{r_<}{r_>^2}\,dr\,dr' .
\end{equation}
For small $Z/c$, $F=-(Z/2c)G$ and $G^2=4Z^3r^2e^{-2Zr}$. Then $P=-(Z/c)G^2$, and the double integral with $G^2G'^2$ is $16Z^5\int_0^\infty r^3e^{-4Zr}dr=3Z/8$. The limit is $\langle B\rangle=Z^3/(4c^2)$, or 45.3 eV here. Numerical quadrature with the relativistic functions gives 47.2 eV.

\textit{Q.} And the energy of the ion?

\textit{A.} Subtract the rest energy $2c^2$ throughout. Two 1s electrons give $2(-35\,228.57)=-70\,457.1$ eV. The Coulomb repulsion in 1s$^2$ adds 895.9 eV, making $-69\,561.2$ eV. Diagonalizing \eqref{np} among two-electron states lowers this to $-69\,563.0$ eV. Including $B$ in the diagonalization gives $-69\,516.5$ eV, or $-2554.68$ hartree. The Breit contribution is then 46.5 eV; it differs from 47.2 eV because the diagonalized state is not pure 1s$^2$. These are values for this basis, without higher angular momenta. With eight or more radial functions per component the s-wave results settle at $-69\,565.1$ eV without $B$ and $-69\,519.0$ eV ($-2554.78$ hartree) with it, lower by 2.1 and 2.5 eV, and the Breit contribution becomes 46.05 eV.

\textit{Q.} Now put back the Coulomb pair terms.

\textit{A.} Diagonalize the normal-ordered Coulomb Hamiltonian in the Fock sector with two more electrons than positrons. The ion's energy falls by 0.0435 eV. The vacuum also falls, by 0.0006 eV, and must be subtracted. The net correction is $-0.0429$ eV. Most of it is not an interaction between the two electrons. The term \eqref{one} acts on a single electron as well, and one 1s electron in the same Fock space is lowered by 0.0202 eV beyond the vacuum shift, an unrenormalized effect of self-energy type. Removing twice this amount leaves about $-0.0025$ eV for the two electrons jointly. This small remainder is a near cancellation. In second order with unperturbed denominators, the unrenormalized vacuum-polarization loop in the repulsion of the two electrons gives $-0.026$ eV and the other terms give $+0.023$ eV. None of these numbers is converged: with five to twelve radial functions the joint value lies between $-0.02$ and $-0.035$ eV, and the net correction between $-0.13$ and $-0.17$ eV.

To separate the mechanisms, let $v_k$ be the vector that $H$ produces from the no-pair ground state $\Psi_0$, of energy $E_0$, in the space with $k$ positrons. Let $H_k$ be the Hamiltonian within that space. Second-order perturbation theory gives
\begin{equation}
\delta E_k=-v_k^\dagger(H_k-E_0)^{-1}v_k .
\end{equation}
One virtual pair, from \eqref{one}, contributes $-0.0434$ eV. Two pairs, from \eqref{two}, contribute $-0.0001$ eV. The latter is smaller than the vacuum shift. With both 1s modes filled, just one choice of two electron modes remains, against six in the vacuum, so Pauli blocking suppresses this process.

\textit{Q.} So may I say that pairs cost 0.04 eV in this ion?

\textit{A.} No. That number belongs to four negative-energy spin states, to s$_{1/2}$ waves and to Coulomb coupling. It contains no transverse pair currents and no renormalized self-energy or vacuum polarization. The sea mean field removed by normal ordering is 3761 eV for 1s in the same basis. That number is unrenormalized and depends on how many negative states the basis holds, rising to about 9100 eV with five radial functions and 25\,600 eV with twelve; neither it nor the small pair shift measures the physical self-energy and vacuum polarization.

The projector matters as well. With free-particle projectors in this basis, the one-electron 1s energy is $-35\,408.0$ eV, lower by 179.4 eV. The two-electron Coulomb energy is $-69\,918.4$ eV, lower by 355.4 eV, close to twice the one-electron change. This basis underestimates both shifts: the one-electron lowering converges to 454 eV, and the two-electron lowering reaches about 890 eV with ten to twelve radial functions.

The direction of the one-electron change is general in a finite basis with $M$ positive and $M$ negative levels. Any $M$-dimensional space meets the span of the lowest $M+1$ eigenvectors of $h$ in some vector. The expectation value of $h$ there cannot exceed the lowest positive level. A foreign projector of rank $M$ therefore cannot raise the lowest one-electron energy. A no-pair energy has a definite meaning once the potential defining its projectors is stated.
